# Width of a head-to-head ferroelectric wall screened by degenerate electrons

A calculation of a charged ferroelectric wall starts with a choice of cell length. A neutral wall fits into a few lattice cells, and a cell of 40 or 50 Å may hold it comfortably. A head-to-head wall screened by electrons can need several hundred ångströms. If the cell is shorter than the electron layer, the calculation describes a compressed wall whose width was set by the cell. The decision therefore hangs on an estimate of the width, and on how it changes with polarization, Landau coefficient and electron mass.

## The model

The wall is planar, with normal $x$. The polarization $P(x)$ points along $x$, equals $+P_0$ far to the left and $-P_0$ far to the right, so both domains point at the wall. The ferroelectric is uniaxial, insulating in the bulk, and has the Landau energy density

$$f(P)=-\frac a2P^2+\frac b4P^4,\qquad a>0,\qquad P_0^2=\frac ab .$$

Here $a$ is the magnitude of the quadratic coefficient. Measured from the bulk value $f(P_0)=-aP_0^2/4$, the energy is

$$\Delta f=\frac{aP_0^2}{4}-\frac a2P^2+\frac{a}{4P_0^2}P^4=\frac{aP_0^2}{4}(1-p^2)^2,\qquad p=\frac{|P|}{P_0}.$$

The algebra uses atomic units, $e=\hbar=m_e=1$ and $\varepsilon_0=1/4\pi$. The electrons have charge $-1$, spin two, and one isotropic parabolic band of mass $m$. At density $n$ their Fermi energy and kinetic energy density are

$$E_F=Kn^{2/3},\qquad t=\frac35Kn^{5/3},\qquad K=\frac{(3\pi^2)^{2/3}}{2m}.$$

Gauss's law reads $(P+\varepsilon E)'=-n$, where $\varepsilon=\varepsilon_b\varepsilon_0$ is the background permittivity and a prime means $d/dx$. For now the term $\varepsilon E$ is dropped, so that

$$n=-P'.$$

The bound charge density $-P'$ is positive in this wall, and the electrons cancel it. Integration across the wall gives $2P_0$ electrons per unit area, whatever the width. If the domains are long enough to carry a negligible field, the cost of supplying them, for instance across a band gap, is therefore a constant that does not influence the width. Gradient energy, exchange and correlation are also left out at first.

## The estimate on the back of an envelope

Let $P$ fall linearly from $P_0$ to $-P_0$ over a full width $w$. The density is then $2P_0/w$, and the kinetic energy per area is

$$\frac35K\left(\frac{2P_0}{w}\right)^{5/3}w=\frac35K(2P_0)^{5/3}w^{-2/3}.$$

Squeezing the electrons is expensive, so this term favours a wide wall. The Landau energy favours a narrow one, because material inside the wall is away from its preferred polarization. With $s=2x/w$,

$$\int\Delta f\,dx=\frac{aP_0^2}{4}\,w\int_0^1(1-s^2)^2ds=\frac{aP_0^2}{4}\,w\,\frac{8}{15}=\frac{2}{15}aP_0^2w .$$

Setting the derivative of the sum to zero,

$$-\frac25K(2P_0)^{5/3}w^{-5/3}+\frac2{15}aP_0^2=0
\;\Rightarrow\; w^{5/3}=\frac{3K(2P_0)^{5/3}}{aP_0^2}.$$

Raising both sides to the power $3/5$ gives $2P_0\,P_0^{-6/5}=2P_0^{-1/5}$, hence

$$w=2(3K)^{3/5}P_0^{-1/5}a^{-3/5}.$$

Both exponents are present. The weak dependence on $P_0$ is a near cancellation: a larger polarization brings more electrons, which push outward, but it also raises the Landau energy, which pulls inward.

## The controlled derivation

In equilibrium the electrochemical potential $Kn^{2/3}-\varphi$ is constant, where $\varphi$ is the electrostatic potential. With $E=-\varphi'$,

$$\frac{d}{dx}\left(Kn^{2/3}\right)=\varphi'=-E,\qquad E=\frac{df}{dP}=-aP+bP^3 .$$

To the right of the wall $P<0$ and $|P|<P_0$, so $E>0$, and the density falls with distance, as it must. Multiply the first equation by $n=-P'$. The left side becomes

$$n\cdot\frac23Kn^{-1/3}n'=\frac23Kn^{2/3}n'=\frac{d}{dx}\left(\frac25Kn^{5/3}\right),$$

and the right side becomes $EP'=d(\Delta f)/dx$. Both quantities vanish in the bulk, so the integration constant is zero:

$$\frac25Kn^{5/3}=\Delta f .$$

The left side is the pressure of the degenerate gas. At each point it equals the local excess of Landau energy. Inserting $\Delta f$ and solving for $n$,

$$n=\left(\frac{5aP_0^2}{8K}\right)^{3/5}(1-p^2)^{6/5}\equiv\frac{P_0}{L}(1-p^2)^{6/5}.$$

This defines the length

$$L=P_0\left(\frac{8K}{5aP_0^2}\right)^{3/5}=\left(\frac{8K}{5}\right)^{3/5}P_0^{-1/5}a^{-3/5}.$$

Since $8K/5=(4/5m)(3\pi^2)^{2/3}$,

$$\boxed{L=(3\pi^2)^{2/5}\left(\frac{4}{5m}\right)^{3/5}P_0^{-1/5}a^{-3/5}}$$

The exponents apply when $P_0$ and $a$ are varied independently. If the quartic coefficient $b$ is held fixed instead, $P_0=(a/b)^{1/2}$ adds $-1/10$ to the exponent of $a$, and $L\propto a^{-7/10}$.

**The profile.** From $n=-P'$, $p$ grows with distance from the centre as $dp/d|x|=(1-p^2)^{6/5}/L$, so

$$\frac{|x|}{L}=\int_0^p\frac{ds}{(1-s^2)^{6/5}} .$$

The number of electrons per area between $-|x|$ and $|x|$ is $2P_0p$, so $p$ is also the fraction of electrons inside that layer. The mean distance of an electron from the centre follows by exchanging the order of integration:

$$\langle|x|\rangle=\int_0^1|x|\,dp=L\int_0^1\frac{1-s}{(1-s^2)^{6/5}}\,ds=0.776\,L .$$

Far out, put $u=1-p\ll1$, so that $1-p^2\simeq2u$ and $du/d|x|=-(2u)^{6/5}/L$. Integration gives $5u^{-1/5}\simeq2^{6/5}|x|/L$ plus a constant. At very large distance the constant can be dropped, which leaves

$$1-p\simeq\left(\frac{5L}{2^{6/5}|x|}\right)^5 .$$

This limit is reached slowly: at $|x|=7L$ the formula is still three times too large. In the zero-temperature Thomas-Fermi model the approach to the bulk is thus a power law, and the density finally falls as $|x|^{-6}$. The reason is that the pressure falls as $n^{5/3}$, more slowly than $n^2$. The local decay length $u/|du/dx|\propto u^{-1/5}$ therefore grows without limit as the gas thins out, whereas an exponential tail would need a fixed one.

**The wall energy.** The sum of Landau and kinetic energy can be written as an integral over $P$, using $dx=dP/n$ for the magnitudes:

$$\sigma=\int_{-P_0}^{P_0}\left(\frac{\Delta f}{n}+\frac35Kn^{2/3}\right)dP .$$

For each $P$ the integrand has one minimum in $n$, where $-\Delta f/n^2+\frac25Kn^{-1/3}=0$. This is the pressure balance again, so the profile found above minimizes $\sigma$ among monotonic profiles, and the linear ramp must give an upper bound. At the minimum $\frac35Kn^{5/3}=\frac32\Delta f$, and the total energy density is $\frac52\Delta f$. Therefore

$$\sigma=\frac52\cdot\frac{aP_0^2}{4}\,L\int_{-1}^{1}(1-s^2)^{2-6/5}ds=\frac58aP_0^2L\,B\!\left(\tfrac12,\tfrac95\right),$$

with $B$ the beta function. This $\sigma$ excludes the cost of supplying the electrons. At $2P_0=0.03$ Å$^{-2}$, the value used below, that cost is 0.03 eV/Å$^2$ for each eV needed per electron.

## Numbers, and comparison with the estimate

Take the round values $P_0=0.015$ e/Å$^2$, $a=1$ eV Å/e$^2$ and $m=0.2$. Then $K=182.3$ eV Å$^2$. The formulas in terms of $K$ keep their form in eV and Å with charge in units of $e$. The powers needed are $P_0^{-1/5}=2.316$, $(8K/5)^{3/5}=291.7^{3/5}=30.13$ and $(3K)^{3/5}=547.0^{3/5}=43.93$. Hence

$$L=30.13\times2.316=69.8\ \text{Å}\quad(132\ \text{bohr}),$$
$$w=2\times43.93\times2.316=203.5\ \text{Å}.$$

The ramp width is $2.92L$. Widths should be compared at equal content. In the derived profile half the electrons lie within 78 Å and 90% within 233 Å; in the ramp the same fractions lie within 102 Å and 183 Å. The ramp is thus about 30% too wide in the core and about 20% too narrow at 90% content. In energy it does better. The derived profile has $\sigma=0.01389$ eV/Å$^2$ and the ramp $0.01526$ eV/Å$^2$, which is 10% above it.

The central density is $P_0/L=2.15\times10^{-4}$ Å$^{-3}$, and the central Fermi energy is

$$E_F(0)=K\left(\frac{P_0}{L}\right)^{2/3}=0.654\ \text{eV}\quad(0.0240\ \text{hartree}).$$

As a test of the first integral, the two first-order equations for $P$ and $Kn^{2/3}$ were integrated outward from the centre, and the central Fermi energy was adjusted until both $n$ and $P_0-|P|$ vanished together. This gave 0.65423 eV and a half-content layer of 78.191 Å, equal to the formula values to the digits printed. Halving the mass gave the exponent $-0.600$ for $m$. Multiplying $a$ by four and $P_0$ by two, which keeps $b$ fixed, gave $-0.700$.

A more demanding test drops the Thomas-Fermi assumption. The Schrödinger equation was solved for the subbands of the wall, with the field obtained self-consistently from $P'=-n$ and the Landau equation, between hard walls at $\pm7L$. Twenty subbands were occupied in this box. The mean electron distance was 53.7 Å against 54.1 Å from $0.776L$, a difference of 0.7%. Most of this difference comes from grid and box: a converged basis gives 53.8 Å in the same box, where the confined Thomas-Fermi profile gives 53.9 Å, and a box of $\pm10L$ gives 54.0 Å. Raising $a$ fourfold at fixed $P_0$ gave an exponent of $-0.599$; lowering $P_0$ eightfold at fixed $a$ gave $-0.200$. This reference is a Hartree effective-mass model, so it says nothing about exchange, correlation or real band structure.

## What the neglected terms do

**Background permittivity.** Keep $\varepsilon E$ in Gauss's law, so $n=-(P+\varepsilon E)'$. Multiplying the equilibrium condition by this $n$ adds $\varepsilon EE'$ on the right, and

$$\frac25Kn^{5/3}=\Delta f+\frac{\varepsilon E^2}{2}.$$

Since $E^2=a^2P_0^2p^2(1-p^2)^2=4ap^2\Delta f$, the right side is $\Delta f\,(1+2\varepsilon ap^2)$. The field vanishes at the centre, so the central density and Fermi energy do not change. The slope does. Because $E'=a(3p^2-1)P'$,

$$\frac{d|x|}{dp}=\frac{L}{(1-p^2)^{6/5}}\,\frac{1+\varepsilon a(3p^2-1)}{(1+2\varepsilon ap^2)^{3/5}}.$$

To first order in $\varepsilon a$ the last factor is $1-\varepsilon a(1-\tfrac95p^2)$. The core contracts and the outer part, beyond $p=\sqrt{5/9}\approx0.75$, is stretched. For $\varepsilon_b=5$ one has $\varepsilon a=0.028$, and the point where $|P|=P_0/2$ moves inward by 2.3%. The condition for neglecting the term is $\varepsilon a\ll1$.

**Gradient energy.** A term $\frac g2P'^2$ in the energy changes the field to $E=df/dP-gP''$. With $\varepsilon=0$, $EP'$ is now the derivative of $\Delta f-\frac g2P'^2$, and

$$\frac25Kn^{5/3}+\frac g2n^2=\Delta f .$$

Part of the Landau energy now balances the gradient term, so $n$ is lower and the wall wider. At the centre, with the unperturbed density, the ratio of the gradient term to $\Delta f$ is

$$\frac{gP_0^2/2L^2}{aP_0^2/4}=\frac{2g}{aL^2}.$$

For $g=10$ eV Å$^3$/e$^2$, $g/(aL^2)=0.0021$ and the mean distance grows by 0.2%. In a neutral wall the polarization lies in the wall plane and a different gradient coefficient enters. If it has the same size as $g$, the natural length of that wall, $(g/a)^{1/2}$, is 3.2 Å, which is why the two kinds of wall need such different cells. With $g$ raised to 1000, direct minimization of the discretized energy gave a mean distance of 63.77 Å, and the relation above gave 63.81 Å.

**Few subbands.** The Thomas-Fermi treatment needs a wall that is wide compared with the electron wavelength. With $k_F=(3\pi^2P_0/L)^{1/3}$ at the centre,

$$k_FL=(3\pi^2P_0L^2)^{1/3}=12.9 .$$

When this number approaches one, few subbands are filled and the exponents can no longer be expected.

## A second case: warm or interacting electrons

The derivation used little about the gas. Let its energy density be $t(n)$ at zero temperature, or its free energy density otherwise. The local chemical potential is $dt/dn$, and

$$n\frac{d}{dx}\frac{dt}{dn}=\frac{d}{dx}\left(n\frac{dt}{dn}-t\right)=\frac{d\Pi}{dx},$$

where $\Pi$ is the pressure. The general result, with $\varepsilon$ and $g$ neglected, is $\Pi(n)=\Delta f$.

For a classical gas $\Pi=nk_BT$, so

$$n=\frac{aP_0^2}{4k_BT}(1-p^2)^2=\frac{P_0}{L_T}(1-p^2)^2,\qquad L_T=\frac{4k_BT}{aP_0}.$$

The exponents of $P_0$ and $a$ are now both $-1$. At 300 K the example has $E_F(0)/k_BT=25.3$, so $k_BT=0.0259$ eV and $L_T=6.9$ Å. Thermal pressure alone would support a much narrower wall, with half the electrons within 8 Å and 90% within 43 Å. Degeneracy pressure therefore sets the width.

The dilute tail is different. The local Fermi energy is $E_F(0)(1-p^2)^{4/5}$. It equals $k_BT$ at $1-p^2=25.3^{-5/4}=0.018$, or $p=0.991$. This estimate uses the zero-temperature density, which is no longer accurate there, and with the full Fermi-Dirac pressure roughly the outermost two percent of the electrons are not degenerate. Deep in this region $du/d|x|=-4u^2/L_T$, which tends to $u\simeq L_T/(4|x|)$ in place of the fifth power. This limit too is reached slowly: $u$ is about twice this value at 300 Å and 20% above it at 1000 Å. Since $\langle|x|\rangle=\int_0^\infty u\,dx$, the mean distance at finite temperature grows logarithmically with the domain length, by $(L_T/4)\ln10\approx4$ Å per decade for domains longer than about 1000 Å. The layer holding 90% of the electrons is the safer measure of width; at 300 K it grows only from 233 to 237 Å.

Approaching a continuous transition at fixed $b$, $a$ tends to zero. From $E_F(0)=K(P_0/L)^{2/3}\propto P_0^{4/5}a^{2/5}$, the Fermi energy falls as $a^{4/5}$. Without exchange, mean-field theory then predicts growth as $a^{-7/10}$ while the gas is strongly degenerate, passing gradually into the classical law $L_T\propto a^{-3/2}$. At fixed screening the ratio of exchange to kinetic energy grows as $a^{-2/5}$, so the first law can fail before the gas becomes classical.

Of the neglected terms estimated here, exchange is the largest in the example. If it is screened by $\varepsilon_b=5$ alone, its magnitude at the centre is 0.127 eV per electron, against a mean kinetic energy of 0.393 eV. Exchange energy density varies as $-n^{4/3}$, so its pressure is one third of that density, while the kinetic pressure is two thirds of the kinetic energy density. The pressure is reduced by $\frac12\times0.127/0.393=16\%$. Writing the new central density as $(1+\delta)$ times the old one, the balance becomes

$$(1+\delta)^{5/3}-0.16(1+\delta)^{4/3}=1 .$$

Linearizing, $\delta=0.16/(1.67-0.21)\approx0.11$. The core is about 10% narrower and the 90% layer about 13% narrower, 203 Å instead of 233 Å. Exchange gains weight as the gas thins, and in this local treatment the gas ends at a small finite density instead of a power-law tail. A larger background permittivity would reduce this shift.

## Beside a real ferroelectric

The polarization chosen equals 0.24 C/m$^2$, and the bulk curvature $2a$ corresponds to a relative lattice susceptibility $1/(2a\varepsilon_0)\approx90$. The polarization is close to that of tetragonal barium titanate at room temperature, and the susceptibility is within about a factor of two of its value along the polar axis. The mass is not: 0.2 is light for the titanate conduction bands, which are anisotropic, with masses nearer one or above. For $m=1$, with all else fixed, $L$ is multiplied by $5^{-3/5}=0.38$, giving 27 Å and a 90% layer of 89 Å. Three equally filled bands of this mass would reduce these to 17 and 57 Å. At such widths the gradient term also matters: a longitudinal coefficient near 80 eV Å$^3$/e$^2$, the size reported for barium titanate, widens the single-band wall by about 10%. The ratio of exchange to kinetic energy scales as $m^{4/5}$, because $E_F(0)\propto m^{-3/5}$ and the exchange energy varies as $n^{1/3}\propto m^{1/5}$. It rises from 0.32 to about 1.2 with $\varepsilon_b=5$, so the heavy-mass width is an overestimate within this model. With exchange of that size in the pressure balance, the 90% layer shrinks to a little over half the value given. Barium titanate also has a first-order transition and needs a sixth-order Landau term, so matching $P_0$ and the bulk curvature does not fix the barrier. Nor is it uniaxial: inside the wall the polarization can turn towards another cube axis, which lowers the Landau energy and favours a wider wall. The widths given here are therefore not predictions for this material. At the same $P_0$ and the same shape of $\Delta f(p)$, a barrier lower by a factor of two widens the wall by $2^{3/5}=1.5$. Published sixth-order coefficients for the stress-free crystal give a barrier along the polar axis about four times lower than the one used here, which roughly doubles the 90% layer. Finally, charged defects may supply part of the screening in real samples. The wall is then no longer the one treated here, and its width depends on where those defects sit.

For the choice of cell, the model gives a usable rule when $\varepsilon a$, $g/(aL^2)$, $k_BT/E_F(0)$ and the ratio of exchange to kinetic energy are small, $k_FL$ is large and the domains are nearly free of field: allow about $3.34L$ for the layer holding 90% of the electrons, plus room for the domains on either side and, in a periodic cell, for the opposite wall. In the example this is 233 Å before any bulk domain is included, or about 200 Å once its exchange, which is not small, is counted. The domains can need more room than the wall. If the electrons come across a gap $E_g$ from the opposite wall, a domain of length $D$ between the two carries a field $E_g/D$. A polarized domain can bear at most the maximum of $|df/dP|$ between $0$ and $P_0$, which is $2aP_0/(3\sqrt3)=0.0058$ V/Å. For a gap of 3 eV, $D$ must therefore exceed 520 Å, and it must be much longer before the field can be neglected: without exchange the 90% layer is 176 Å for $D=1000$ Å, 199 Å for 2000 Å and 217 Å for 5000 Å. The remaining computed values are in the numerical output below.

## Computed results

```
Polarization P0: 0.015 e/angstrom^2
Quadratic magnitude a: 1 eV angstrom/e^2
Band mass: 0.2 electron masses
Background relative permittivity: 5
Gradient coefficient g: 10 eV angstrom^3/e^2
Fermi coefficient K: 182.32 eV angstrom^2
Sheet electron density 2 P0: 0.03 1/angstrom^2
Wall length L: 69.784 angstrom
Wall length L, converted: 131.87 bohr
Ramp full width, formula: 203.51 angstrom
Ramp full width, numerical minimum: 203.51 angstrom
Ramp width over L: 2.9163
Layer with 50% of electrons: 78.191 angstrom
Same layer from shooting: 78.191 angstrom
Layer with 90% of electrons: 233.33 angstrom
Mean electron distance over L: 0.77553
Mean electron distance, formula: 54.12 angstrom
Mean distance, energy minimization: 54.085 angstrom
Central electron density: 0.00021495 1/angstrom^3
Central Fermi energy, formula: 0.65423 eV
Central Fermi energy, converted: 0.024042 hartree
Central Fermi energy, shooting: 0.65423 eV
Same with background permittivity: 0.65423 eV
Wall energy, formula: 0.013885 eV/angstrom^2
Wall energy, minimization: 0.013886 eV/angstrom^2
Wall energy, ramp bound: 0.015263 eV/angstrom^2
Mass exponent, shooting: -0.6
Exponent of a at fixed quartic term: -0.7
Background parameter eps*a: 0.027632
Half-polarization shift by background: -2.3 %
Gradient parameter g/(a L^2): 0.0020535
Mean-distance shift by gradient: 0.201 %
Strong test gradient g: 1000 eV angstrom^3/e^2
Strong-g mean distance, minimization: 63.769 angstrom
Strong-g mean distance, quadrature: 63.813 angstrom
Fermi energy over kT at 300 K: 25.31
Central kF times L: 12.93
Occupied subbands in the box: 20
Mean distance, quantum subbands: 53.74 angstrom
Exponent of a, quantum subbands: -0.5993
Exponent of P0, quantum subbands: -0.2004
Central exchange energy magnitude: 0.127 eV per electron
Central mean kinetic energy: 0.393 eV per electron
Exchange over kinetic energy: 0.325
```
